# From Uniformly Biased Relays to the Play Operator and Prandtl-Ishlinskii Hysteresis

## 1. Definitions and conventions

Let $E(t)$ be a continuous electric field that is piecewise monotone: the time interval splits into finitely many pieces on which $E$ only rises or only falls. The response is rate independent, so only the sequence of field values matters.

A relay, or hysteron, $R_{r,s}$ has output $+1$ (up) or $-1$ (down). Its half-width is $r\ge 0$ and its bias is $s$. It

- goes up when $E$ reaches $s+r$,
- goes down when $E$ reaches $s-r$,
- keeps its output in between.

Physically, $r$ is the coercive field of a small switching region and $s$ is the centre of its elementary loop.

The play operator $p_r$ is a number with the dimension of a field. On a monotone piece that starts with play value $p'$ and has reached the field $E$,

$$p_r=\max\{E-r,\ \min(E+r,\,p')\},\qquad |E(0)-p_r(0)|\le r. \tag{1}$$

It behaves like a block of half-length $r$ with a pin moving inside it: the block moves only when the pin pushes against one of its ends.

The relays of one half-width start in an ordered state if

$$R_{r,s}(0)=\operatorname{sign}\big(p_r(0)-s\big). \tag{2}$$

The single bias $s=p_r$ has no weight in an integral and is ignored throughout. The claim is that, for a symmetric cut-off $S$,

$$\frac12\int_{-S}^{S}R_{r,s}(t)\,ds=\operatorname{clip}(p_r(t),-S,S), \tag{3}$$

where clip returns $p_r$ if $|p_r|\le S$ and the nearer of $\pm S$ otherwise. The cut-off is needed because the integral over all biases does not converge absolutely. The ordered start is also a real condition; Section 3 shows what happens without it.

## 2. Why the relays add up to a play

**The front between up and down.** Suppose that at field $E'$ the up relays are those with $s<p'$, and that $|E'-p'|\le r$.

Let the field rise to $E$. Every relay with $s+r\le E$ goes up. None goes down, since a relay that is up at $E'$ has its lower threshold below $E'$ and the field moves away from it. The up set becomes

$$\{s<p'\}\cup\{s\le E-r\},$$

so the front moves to $\max(p',E-r)$. This agrees with (1): since $p'\le E'+r\le E+r$, the inner minimum there equals $p'$.

Let the field fall to $E$ instead. Every relay with $s\ge E+r$ goes down and none goes up. The up set shrinks to those with both $s<p'$ and $s<E+r$, so the front moves to $\min(p',E+r)$. Again (1) agrees: $p'\ge E'-r\ge E-r$, so the minimum is not below $E-r$ and the outer maximum has no effect.

In both cases the new front lies between $E-r$ and $E+r$, so the next piece starts under the same assumption. Induction from (2) gives

$$R_{r,s}(t)=\operatorname{sign}\big(p_r(t)-s\big). \tag{4}$$

The memory of a continuum of relays of equal width is thus held in one number, the position of the front.

**The integral.** If $|p_r|\le S$, the up relays fill a length $p_r+S$ and the down relays a length $S-p_r$. Hence

$$\frac12\int_{-S}^{S}R_{r,s}\,ds=\frac12\big[(p_r+S)-(S-p_r)\big]=p_r. \tag{5}$$

If $p_r>S$ all relays in the interval are up and the result is $S$; if $p_r<-S$ it is $-S$. This proves (3). With unequal limits $-S_1$ and $S_2$ that enclose the front, the same count gives $p_r+(S_1-S_2)/2$. The cut-off then adds a constant but does not alter any change of the output.

How large must $S$ be? Let $E_{\max}$ be the largest $|E|$ reached. A rise moves the front only to $E-r$, and only upward. If $E-r$ is positive it is at most $E_{\max}-r$; if it is negative, the front has come closer to zero. Falls are the mirror image. Therefore

$$|p_r(t)|\le\max\big(|p_r(0)|,\ E_{\max}-r\big), \tag{6}$$

and any $S$ at or above this bound gives the play without clipping.

A direct comparison used $r=1$ kV/cm, $S=3$ kV/cm, $p_r(0)=0.4$ kV/cm and 400 random moves between $-3.5$ and $3.5$ kV/cm. The relays were switched one by one on a bias grid of step 0.001 kV/cm. The largest difference between their half-sum and the play was $5.0\times10^{-4}$ kV/cm. This is half the step, the most that the grid can give when each relay sits at the midpoint of its cell and the whole cell is counted as up or down with it.

**Continuous inputs.** Take two piecewise monotone fields $u,v$ and let

$$d=\max\big(|p_r[u](0)-p_r[v](0)|,\ \sup_t|u-v|\big).$$

Divide time so that both fields are monotone on every piece. The maximum, or the minimum, of two numbers changes by at most $d$ when each number changes by at most $d$. Applying this twice in (1), piece after piece, gives

$$|p_r[u](t)-p_r[v](t)|\le d. \tag{7}$$

A continuous field on a finite interval is a uniform limit of piecewise linear ones, so (7) extends the play uniquely to all continuous fields.

## 3. A disordered start

Now let the relays that are free at the start, those with $|s-E(0)|<r$, have arbitrary outputs. Let $m$ and $M$ be the lowest and highest fields reached so far. Each relay with $s\le M-r$ has been driven up at least once, and each with $s\ge m+r$ has been driven down at least once. After such an event the later field alone fixes its output, so it agrees with a relay that began in an ordered state. The start can be remembered only for

$$M-r<s<m+r, \tag{8}$$

an interval of length $2r-(M-m)$. A wrong relay changes the integrand by 2 and the prefactor in (3) is $\tfrac12$. With a cut-off wide enough to avoid clipping,

$$\left|\frac12\int_{-S}^{S}R_{r,s}\,ds-p_r\right|\le\max\big(0,\ 2r-(M-m)\big). \tag{9}$$

Once the field has covered a range $2r$, the disorder is erased.

Take $r=1$ kV/cm and $E(0)=p_r(0)=0$, with the free relays in reversed order: up for $0<s<1$ and down for $-1<s<0$ kV/cm.

- At $E=1.5$ kV/cm the range is 1.5. The relays give 1.000 and the play 0.500 kV/cm.
- At $E=-0.4$ kV/cm the range is 1.9. They give 0.600 and 0.500 kV/cm.
- At $E=-0.5$ kV/cm the range is 2.0, and both give 0.500 kV/cm.

The differences 0.5, 0.1 and 0 kV/cm equal the bound (9) in each case, so the bound cannot be improved in general.

## 4. From the Preisach density to the Prandtl-Ishlinskii model

The Preisach model superposes relays with a density $\nu(r,s)$ and adds a reversible response of slope $c$:

$$P=cE+\int_0^\infty dr\int ds\;\nu(r,s)\,R_{r,s}. \tag{10}$$

Let the density not depend on bias, and write $\nu=w(r)/2$. By (5), the integral over $s$ gives $w(r)\,p_r$, so

$$P=cE+\int_0^\infty w(r)\,p_r\,dr. \tag{11}$$

This is a Prandtl-Ishlinskii model, a weighted sum of plays. For an ordered start, (4) already stores the state of all relays in a function of one variable, $r\mapsto p_r$, whatever the density. Bias independence makes the output linear in that function.

Uniformity is required only where relays can switch. Start from the virgin state $p_r(0)=0$ at $E=0$, and keep $|E|\le E_{\max}$. A relay with $s>0$ starts down and needs the field $s+r$ to switch; one with $s<0$ starts up and needs $s-r$. Both stay fixed if $|s|+r>E_{\max}$. The density must therefore be uniform in $s$ only inside the triangle $|s|+r\le E_{\max}$. The frozen relays outside add a constant, which vanishes if their density is even in $s$.

Preisach densities are often given in the plane of the thresholds $\alpha=s+r$ and $\beta=s-r$. The Jacobian is

$$\frac{\partial(\alpha,\beta)}{\partial(s,r)}=\begin{vmatrix}1&1\\1&-1\end{vmatrix}=-2,\qquad d\alpha\,d\beta=2\,ds\,dr. \tag{12}$$

Equating $\mu\,d\alpha\,d\beta$ with $\nu\,ds\,dr$ gives

$$\mu(\alpha,\beta)=\frac{\nu}{2}=\frac14\,w\!\left(\frac{\alpha-\beta}{2}\right). \tag{13}$$

Bias independence thus means that $\mu$ is constant along lines parallel to the diagonal $\alpha=\beta$.

## 5. Virgin curve, loop and loss

**Virgin curve.** On a first rise from the virgin state, (1) gives $p_r=E-r$ for $r<E$ and zero otherwise. The irreversible polarization is

$$\varphi(E)=\int_0^E w(r)(E-r)\,dr. \tag{14}$$

Differentiating once gives $\varphi'=\int_0^E w\,dr$, because the integrand vanishes at the upper limit. Differentiating again gives

$$\varphi''(E)=w(E). \tag{15}$$

The virgin curve therefore fixes the whole model. Equation (15) also shows a limit of its use. If $w\ge0$, the slope $c+\varphi'$ never decreases with field, so the virgin curve cannot saturate. A saturating ferroelectric loop built from relays of positive density needs a density that depends on bias.

**Loop.** Let the field turn at $E_0$ and fall to $E\ge-E_0$. The play changes from $E_0-r$ to $\min(E_0-r,\,E+r)$. It has moved if $r<x$, where $x=(E_0-E)/2$, and then it has fallen by $E_0-E-2r=2(x-r)$. Hence

$$P_{\rm irr}^{\downarrow}(E)=\varphi(E_0)-2\int_0^x w(r)(x-r)\,dr=\varphi(E_0)-2\varphi\!\left(\frac{E_0-E}{2}\right). \tag{16}$$

The branch is the virgin curve magnified by two in both directions. At $E=-E_0$ it gives $-\varphi(E_0)$, and each play is then $-(E_0-r)$, the mirror image of its value at the upper tip. The rising branch is therefore $-\varphi(E_0)+2\varphi((E_0+E)/2)$, and the loop closes.

**Loss.** The energy lost per volume and cycle is $\oint E\,dP$. A relay that switches changes by $+2$ at the field $s+r$ and by $-2$ at $s-r$, and contributes $2(s+r)-2(s-r)=4r$. For each $r<E_0$ the switching biases fill a length $2(E_0-r)$, with density $w/2$. So

$$W=\int_0^{E_0}\frac{w}{2}\,2(E_0-r)\,4r\,dr=4\int_0^{E_0}w(r)\,r\,(E_0-r)\,dr. \tag{17}$$

The reversible term adds nothing, since $\oint cE\,dE=0$.

**Two cases.** If all relays share one half-width, $w(r)=w_1\delta(r-r_1)$, then (14) gives $\varphi=w_1\max(E-r_1,0)$. No loss occurs for $E_0\le r_1$. Above that, the irreversible loop is a parallelogram of area $4w_1r_1(E_0-r_1)$.

If instead $w$ is constant, define $a_R=w/2$. Then $\varphi=wE^2/2=a_RE^2$, and (16) becomes

$$P_{\rm irr}^{\downarrow}=a_RE_0^2-\frac{a_R}{2}(E_0-E)^2=a_RE_0E+\frac{a_R}{2}(E_0^2-E^2). \tag{18}$$

The rising branch follows by reversing the signs of both $E$ and $P$, which changes the sign of the last term. Including the reversible part,

$$P=(c+a_RE_0)E\pm\frac{a_R}{2}(E_0^2-E^2), \tag{19}$$

with plus for the falling branch. This is the Rayleigh loop. Its loss is

$$W=4w\left(\frac{E_0^3}{2}-\frac{E_0^3}{3}\right)=\frac23wE_0^3=\frac43a_RE_0^3. \tag{20}$$

## 6. The converse, and how to test the reduction

Bring the field to or below $b$, raise it to $a>b$, and lower it to $b$ again. Let $D(a,b)$ be the fall of the irreversible polarization in the last move. The first step puts down all relays with $\beta\ge b$. The rise lifts those among them with $\alpha\le a$, and the fall returns these same relays, each changing by $-2$. Hence

$$D(a,b)=2\int_b^a d\alpha\int_b^{\alpha}d\beta\;\mu(\alpha,\beta). \tag{21}$$

Differentiation with respect to $a$ leaves $2\int_b^a\mu(a,\beta)\,d\beta$, and then differentiation with respect to $b$, a lower limit, gives a minus sign:

$$\mu(a,b)=-\frac12\frac{\partial^2D}{\partial a\,\partial b}. \tag{22}$$

Suppose that $D=g(a-b)$. Then $\partial_a\partial_bD=-g''$ and $\mu=\tfrac12g''(a-b)$, a function of $\alpha-\beta=2r$ alone. Conversely, if $\mu$ depends on $\alpha-\beta$ alone, shifting $a$, $b$ and both integration variables in (21) by the same amount leaves $D$ unchanged. So $D$ depends only on $a-b$, and the symmetric case $b=-a$ of (16) gives $D=2\varphi((a-b)/2)$. Within the Preisach model, therefore, the reduction holds if and only if equal field swings give equal polarization swings at every bias. The reversible part adds $c(a-b)$, which also depends on the width alone, so the total polarization may be used.

Equation (22) was tested on a density that does depend on bias, $\mu=0.005\,e^{-s^2/8}$ in µC/cm² per (kV/cm)² with $s$ in kV/cm. Relay sums and finite differences with steps of $\pm0.1$ kV/cm about $a=3$, $b=1$ kV/cm returned 1.0000 times the true density. The agreement is this close because the point has $s=2$ kV/cm, the inflection point of the Gaussian, where the leading error of the finite difference vanishes.

## 7. A sub-coercive Rayleigh loop

Take $c=0.100$ µC/cm² per kV/cm and a constant $w=0.0200$ µC/cm² per (kV/cm)². Then $a_R=0.0100$ and $\mu=w/4=0.0050$ in the same units as $w$. The field runs $0\to4\to-4\to4\to1\to2.5\to0$ kV/cm from the virgin state.

For $r=1$ kV/cm, (1) gives the plays $3,-3,3,2,2,1$ kV/cm at the successive turning points and the end. On the rise from 1 to 2.5 kV/cm the play stays at 2, because $2.5-1=1.5$ is still below it. The relay integrals have the same values to the three decimals printed.

At the first tip, $P=0.1\times4+0.01\times16=0.560$ µC/cm². At 1 kV/cm on the falling branch, (19) gives

$$P=0.14\times1+0.005\times(16-1)=0.215\ \text{µC/cm}^2.$$

The rise to 2.5 kV/cm has half-width 0.75 kV/cm. It adds $0.1\times1.5=0.150$ reversibly and $2\varphi(0.75)=2\times0.01\times0.5625=0.01125$ irreversibly, which makes 0.37625 µC/cm². On the way back the small loop closes at 1 kV/cm, where the plays regain their earlier values. The path then continues on the large branch to $P=a_RE_0^2/2=0.080$ µC/cm² at zero field. A Preisach sum over the threshold plane gives the same values to all five decimals printed.

The falling branch crosses $P=0$ where $0.14E+0.005(16-E^2)=0$, or $E^2-28E-16=0$. The root inside the loop is $E=14-\sqrt{212}=-0.560$ kV/cm. This is a property of the small loop and not the coercive field of full switching.

Since 1 kV/cm times 1 µC/cm² is 1 mJ/cm³, (20) gives $W=\tfrac43\times0.01\times64=0.853$ mJ/cm³; the area of the loop traced by the relays is the same to four decimals. The amplitude susceptibility $(c+a_RE_0)/\varepsilon_0$ is 1581, against 1129 for the reversible part alone.

Two swings of width 2 kV/cm, centred at 0 and at 3 kV/cm, both give an irreversible fall of $2a_R\times1^2=0.0200$ µC/cm², as Section 6 requires.

## 8. Where a real ceramic departs from the model

The parameters are in the rough regime of a soft lead zirconate titanate ceramic, for which a susceptibility of order a thousand and a coercive field near 10 kV/cm are typical. They do not describe a particular sample. The amplitude of 4 kV/cm is well below coercive switching and is 0.08 of an assumed breakdown field of 50 kV/cm. The assumption that a real ceramic must break is uniformity in bias, because its polarization saturates. The inputs below are rough, so the percentages indicate sizes.

**Bias spread.** Multiply the density by $e^{-s^2/2\sigma^2}$ with $\sigma=10$ kV/cm. The irreversible polarization at the tip changes by $-1.3\%$, and the fall for the swing centred at 3 kV/cm by $-4.5\%$, each relative to the uniform density. To leading order the change is $-\langle s^2\rangle/2\sigma^2$, averaged over the switching triangle. For a triangle of half-width $h$ centred at $s_0$,

$$\langle s^2\rangle=s_0^2+\frac{\int_0^h\frac23y^3\,dy}{\int_0^h2y\,dy}=s_0^2+\frac{h^2}{6}. \tag{23}$$

This gives $-1.3\%$ for $s_0=0$, $h=4$ kV/cm and $-4.6\%$ for $s_0=3$, $h=1$ kV/cm. The relative change of the irreversible part is thus larger for the biased minor loop, although the absolute change is larger at the tip.

**Main switching peak.** Let relays with a total polarization of 30 µC/cm² have Gaussian distributions in $r$ (centre 10, standard deviation 2 kV/cm) and in $s$ (centre 0, standard deviation 10 kV/cm). Their tail adds 1.1% to the irreversible tip polarization at $E_0=4$ kV/cm and 11% at 6 kV/cm. It adds about twice as much to the remanence and the loss (2.2% and 2.5% at 4 kV/cm, 22% and 26% at 6 kV/cm), because these relays are wide. Being a Gaussian tail, the addition depends strongly on the assumed width: at 4 kV/cm the tip figure becomes 10% for a standard deviation in $r$ of 2.5 kV/cm and 35% for 3 kV/cm. The constant weight, and with it the Rayleigh form, therefore becomes a poor approximation as the amplitude approaches the peak. A rising $w(r)$ could absorb the $r$ dependence within (11), but not the dependence on $s$.

**Thermal activation.** Rate independence is also an approximation. Let the barrier fall linearly, $U(1-x)$, where $x$ is the field measured from the bias divided by the athermal half-width. Put $u=U/k_BT$, and let $f_0$ be the attempt rate and $v=dx/dt$. Setting the accumulated escape exponent to one, and dropping the negligible lower limit, gives

$$\frac{f_0}{uv}e^{-u(1-x_*)}=1,\qquad x_*=1-\frac1u\ln\frac{f_0}{uv}. \tag{24}$$

Assume the same $U$ for relays of every half-width. All half-widths are then multiplied by $x_*$ if the weak dependence of $v$ on $r$ is ignored. The same relays then occupy a narrower range of $r$, so $a_R\propto1/x_*$. Take $U=2.5$ eV, $f_0=10^{12}$ Hz, a drive at $f=10$ Hz and $v=8f$, the ramp rate $4E_0f$ divided by $r=E_0/2$. Then $x_*=0.807$ at 300 K. With the athermal density held fixed, $a_R$ in this approximation changes by $-2.9\%$ per decade increase in frequency, and by $+4.4\%$ on warming to 350 K at 10 Hz. These figures leave out the dependence of $v$ on $r$ and the escape that continues just after the field turns. Integrating the escape kinetics over a triangular cycle, which includes both, gives $-2.9$ to $-3.0\%$ per decade and $+4.8$ to $+5.4\%$ on warming, depending on whether $a_R$ is read from the amplitude, the remanence or the loss. They also rest on the common barrier. If $U$ were proportional to $r$, then $u/r$ and $uv$ would not depend on $r$, and (24) would lower every half-width by the same amount $r(1-x_*)$. For constant $w$ such a shift leaves $a_R$ unchanged, and relays narrower than the shift lose their hysteresis and add $w$ times the shift to the reversible slope. With $U=2.5$ eV at $r=2$ kV/cm this is about 8% of $c$, and it falls by about 1% of $c$ per decade of frequency.

**Heating and leakage.** With a heat capacity of 3 J/(cm³ K), the loss warms an isolated sample by 0.28 mK per cycle. A conductivity $\kappa=10^{-12}$ S/cm passes a charge $\kappa E_0/(\pi f)=1.3\times10^{-4}$ µC/cm² in half a sinusoidal cycle, or 0.16% of the remanence.

For these inputs the reduction to plays is good to a few per cent for the full loop at 4 kV/cm. This rests on the assumed bias spread of 10 kV/cm, which is not a measured value: the change at the tip grows to $-5\%$ for $\sigma=5$ kV/cm and $-12.5\%$ for $\sigma=3$ kV/cm. Small minor loops close to the tip are worse: the bias spread lowers their irreversible part by up to $1-e^{-E_0^2/2\sigma^2}\approx8\%$. The constant weight should not be carried up to the coercive field, where the main switching peak is no longer a small addition. Beyond that field, no choice of $w(r)\ge0$ can reproduce the saturation, as Section 5 shows.

## Values computed for the example and the checks

```
largest |relay integral - play|, 400 moves: 5.0e-04 kV/cm
bias step of that integral: 0.001 kV/cm
largest |Preisach - PI|, 60 moves: 5.6e-17 uC/cm2
disordered start, r = 1 kV/cm (all in kV/cm):
  E  1.50  range 1.50  relays 1.000  play 0.500
  E -0.40  range 1.90  relays 0.600  play 0.500
  E -0.50  range 2.00  relays 0.500  play 0.500
reversible slope c: 0.100 uC/cm2 per kV/cm
play weight w: 0.0200 uC/cm2 per (kV/cm)^2
Rayleigh coefficient a_R: 0.0100 uC/cm2 per (kV/cm)^2
threshold-plane density w/4: 0.0050 uC/cm2 per (kV/cm)^2
field amplitude E0: 4.0 kV/cm
path: E, play r=1, relay integral (kV/cm); P PI, P Preisach (uC/cm2)
   4.00   3.000   3.000   0.56000   0.56000
  -4.00  -3.000  -3.000  -0.56000  -0.56000
   4.00   3.000   3.000   0.56000   0.56000
   1.00   2.000   2.000   0.21500   0.21500
   2.50   2.000   2.000   0.37625   0.37625
   0.00   1.000   1.000   0.08000   0.08000
irreversible P at the tip: 0.1600 uC/cm2
remanence of the loop: 0.0800 uC/cm2
zero-crossing field, falling branch: -0.5602 kV/cm
loss per cycle, formula: 0.8533 mJ/cm3
loss per cycle, relay loop: 0.8533 mJ/cm3
reversible susceptibility: 1129 (no unit)
amplitude susceptibility at E0: 1581 (no unit)
fall over 2 kV/cm, centre 0: 0.02000 uC/cm2
fall over 2 kV/cm, centre 3 kV/cm: 0.02000 uC/cm2
density recovered / true, biased test: 1.0000
rough inputs: bias spread 10 kV/cm, P_sat 30 uC/cm2
  main peak at 10 kV/cm, its width 2 kV/cm
  barrier 2.5 eV, attempts 1e+12 Hz, drive 10 Hz
  heat capacity 3 J/(cm3 K), leakage 1e-12 S/cm
bias spread, change of irreversible tip P: -1.31 %
bias spread, change of fall at 3 kV/cm: -4.47 %
main peak added to tip P, E0 = 4 kV/cm: 1.14 %
main peak added to tip P, E0 = 6 kV/cm: 11.2 %
thermal half-width factor at 300 K: 0.807
a_R change per frequency decade up: -2.9 %
a_R change from 300 K to 350 K: 4.4 %
adiabatic self-heating: 0.284 mK per cycle
leakage charge per half cycle: 1.27e-04 uC/cm2
leakage charge / remanence: 0.16 %
E0 / rough breakdown field of 50 kV/cm: 0.08
```
